# The triangle anomaly: loop routing, vector conservation and E·B: verification in Python

```python
"""Axial-vector-vector triangle of one Dirac fermion, computed from its definition.

Result under test, with W^{mu nu} = eps^{mu nu s t} k1_s k2_t and q = k1 + k2:
  k1_mu T^{lam mu nu} = -(i/8 pi^2) (1-c) W^{lam nu}
  q_lam T^{lam mu nu} = -2 m P^{mu nu} - (i/8 pi^2) 2(1+c) W^{mu nu}
c labels the loop routing; c = 1 conserves the vector current and gives
  div j5 = 2 i m <psibar gamma5 psi> + (2 alpha/pi) E.B .
T: triangle with vertex gamma^lam gamma5; P: same with gamma5; m: mass.
Metric (+,-,-,-), eps^{0123} = +1, gamma5 = i g0 g1 g2 g3, e^2 = 4 pi alpha.
The loop is integrated numerically over Euclidean spheres (p^0 = i p4), with
explicit Dirac matrices. External momenta are static, hence spacelike.
Momenta and masses are in units of a reference momentum.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad

metric = np.array([1.0, -1.0, -1.0, -1.0])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = np.array([np.kron(np.diag([1, -1]), np.eye(2))]
                 + [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
vertices = np.array([g @ gamma5 for g in gamma] + [gamma5])

eps = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    eps[perm] = np.linalg.det(np.eye(4)[list(perm)])

# Trace convention, checked on all index values
trace4 = np.einsum('ab,mbc,ncd,rde,sea->mnrs', gamma5, gamma, gamma,
                   gamma, gamma, optimize=True)
assert np.allclose(trace4, -4j * eps)


def sphere_nodes(n_ang=10, n_rad=36):
    """Nodes and weights for d^4 p_E; radius = t/(1-t) reaches infinity."""
    chi = np.arange(1, n_ang + 1) * np.pi / (n_ang + 1)
    w_chi = np.pi / (n_ang + 1) * np.sin(chi)**2
    u, w_u = np.polynomial.legendre.leggauss(n_ang)
    phi = (np.arange(2 * n_ang) + 0.5) * np.pi / n_ang
    x, w_x = np.polynomial.legendre.leggauss(n_rad)
    t = (x + 1) / 2
    r = t / (1 - t)
    w_r = w_x / 2 / (1 - t)**2 * r**3
    R, C, U, F = np.meshgrid(r, chi, u, phi, indexing='ij')
    rho = R * np.sin(C)
    flat = np.sqrt(1 - U**2)
    p = np.array([1j * R * np.cos(C), rho * flat * np.cos(F),
                  rho * flat * np.sin(F), rho * U]).reshape(4, -1)
    w = np.einsum('i,j,k,l->ijkl', w_r, w_chi, w_u,
                  np.full(2 * n_ang, np.pi / n_ang)).ravel()
    return p, w


unit_p, unit_w = sphere_nodes()


def propagator(p, m):
    """1/(pslash - m) for an array of four-momenta."""
    slash = np.tensordot((p * metric[:, None]).T, gamma, axes=1)
    p2 = np.einsum('m,mn,mn->n', metric, p, p)
    return (slash + m * np.eye(4)) / (p2 - m**2)[:, None, None]


def diagram(k_first, k_second, shift, m):
    """-i int d^4p/(2pi)^4 tr[V S g^b S g^a S], indexed [V, a, b]."""
    p = m * unit_p + shift[:, None]
    s0 = propagator(p, m)
    s1 = propagator(p + k_first[:, None], m)
    s2 = propagator(p + (k_first + k_second)[:, None], m)
    s0_weighted = (s0 * (m**4 * unit_w)[:, None, None]).reshape(-1, 16)
    out = np.zeros((5, 4, 4), complex)
    for b in range(4):
        left = (s2 @ gamma[b] @ s1).reshape(-1, 16)
        pair = (left.T @ s0_weighted).reshape(4, 4, 4, 4)
        out[:, :, b] = np.einsum('vda,abcd,kbc->vk', vertices, pair, gamma,
                                 optimize=True)
    # (-i) times the Wick factor i equals one
    return out / (2 * np.pi)**4


def triangle(a, b, m):
    """Axial tensor T and pseudoscalar tensor P; a, b shift the diagrams."""
    total = diagram(k1, k2, a, m) + diagram(k2, k1, b, m).transpose(0, 2, 1)
    return total[:4], total[4]


def mass_fraction(m):
    """J = 2 m^2 int dx dy / M^2 over the Feynman triangle."""
    K1, K2, Q = (np.sum(k[1:]**2) for k in (k1, k2, q))

    def f(y, x):
        z = 1 - x - y
        return 2 * m**2 / (m**2 + x * y * K2 + x * z * Q + y * z * K1)
    return dblquad(f, 0, 1, 0, lambda x: 1 - x, epsabs=1e-9, epsrel=1e-8)[0]


k1 = np.array([0.0, 0.6, 0.0, 0.0])
k2 = np.array([0.0, 0.2, 0.5, 0.0])
q = k1 + k2
k1_low, k2_low, q_low = metric * k1, metric * k2, metric * q
W = np.einsum('mnst,s,t->mn', eps, k1_low, k2_low)
unit = -1j / (8 * np.pi**2)
mass = 1.0
tol = 2e-6   # quadrature error of the four-dimensional integral

print("k1 spatial components [ref. momentum]:", k1[1:])
print("k2 spatial components [ref. momentum]:", k2[1:])
print(f"fermion mass in routing test [ref. momentum]: {mass:.1f}")
print(f"W^03 [ref. momentum^2]: {W[0, 3]:.4f}")
print("Violations in units of (-i/8pi^2) W, from direct integration:")
print("   c        vector     axial      axial + 2 vector")
saved = {}
for c in (1.0, 0.0, -1.0 / 3.0, -1.0):
    a = c * (k1 - k2) / 2
    T, P = triangle(a, -a, mass)
    saved[c] = (T, P)
    vec1 = np.einsum('lmn,m->ln', T, k1_low)
    vec2 = np.einsum('lmn,n->lm', T, k2_low)
    axial = np.einsum('lmn,l->mn', T, q_low) + 2 * mass * P
    assert np.allclose(vec1, unit * (1 - c) * W, rtol=0, atol=tol)
    # Exchanging k1 and k2 reverses the sign of W
    assert np.allclose(vec2, -unit * (1 - c) * W, rtol=0, atol=tol)
    assert np.allclose(axial, unit * 2 * (1 + c) * W, rtol=0, atol=tol)
    v = (vec1[0, 3] / (unit * W[0, 3])).real
    s = (axial[0, 3] / (unit * W[0, 3])).real
    print(f"{c:8.4f} {v + 0.0:10.4f} {s + 0.0:10.4f} {s + 2 * v:12.4f}")

# Independent shifts of the diagrams, not related by Bose symmetry
a = np.array([0.0, 0.15, -0.25, 0.30])
b = np.array([0.0, -0.20, 0.10, 0.12])
T_ab, P_ab = triangle(a, b, mass)
surface = 1j / (8 * np.pi**2) * np.einsum('lmns,s->lmn', eps, metric * (a - b))
assert np.allclose(T_ab - saved[0.0][0], surface, rtol=0, atol=tol)
assert np.allclose(P_ab, saved[0.0][1], rtol=0, atol=tol)
print(f"largest surface-term error, unequal shifts [ref. momentum]: "
      f"{np.max(abs(T_ab - saved[0.0][0] - surface)):.1e}")

# A different Bose-symmetric routing with the same c gives the same tensor
T_alt, _ = triangle(0.7 * k1 - 0.3 * k2, 0.7 * k2 - 0.3 * k1, mass)
assert np.allclose(T_alt, saved[1.0][0], rtol=0, atol=tol)

# Field form of the anomaly, for general static potentials A^mu
alpha = const.fine_structure
e2 = 4 * np.pi * alpha
A1 = np.array([0.8, 0.3, -0.5, 0.9])
A2 = np.array([-0.4, 0.7, 0.2, 1.1])
E1, E2 = -1j * k1[1:] * A1[0], -1j * k2[1:] * A2[0]
B1, B2 = 1j * np.cross(k1[1:], A1[1:]), 1j * np.cross(k2[1:], A2[1:])
EB = (E1 @ B2 + E2 @ B1).real
A1_low, A2_low = metric * A1, metric * A2
F1 = -1j * (np.outer(k1_low, A1_low) - np.outer(A1_low, k1_low))
F2 = -1j * (np.outer(k2_low, A2_low) - np.outer(A2_low, k2_low))
epsFF = 2 * np.einsum('mnrs,mn,rs->', eps, F1, F2)
assert abs(EB) > 0.01 and np.isclose(epsFF, -8 * EB)
T, P = saved[1.0]
divergence = -1j * e2 * np.einsum('l,lmn,m,n->', q_low, T, A1_low, A2_low)
mass_term = 2j * mass * e2 * np.einsum('mn,m,n->', P, A1_low, A2_low)
coefficient = ((divergence - mass_term) / EB).real
assert np.isclose(coefficient, 2 * alpha / np.pi, rtol=1e-4)
print(f"E.B amplitude of the test waves [ref. momentum^3 x potential^2 / "
      f"ref. momentum]: {EB:.5f}")
print(f"anomaly coefficient from the loop [dimensionless]: {coefficient:.6e}")
print(f"2 alpha/pi [dimensionless]: {2 * alpha / np.pi:.6e}")

# Mass term: Feynman-parameter formula against the loop, at two masses
for m_test in (1.0, 2.0):
    if m_test == mass:
        T_m, P_m = saved[1.0]
    else:
        T_m, P_m = triangle((k1 - k2) / 2, (k2 - k1) / 2, m_test)
    J = mass_fraction(m_test)
    assert np.allclose(-2 * m_test * P_m, 1j / (2 * np.pi**2) * J * W,
                       rtol=0, atol=tol)
    net = np.einsum('l,lmn->mn', q_low, T_m)
    assert np.allclose(net, 4 * unit * (1 - J) * W, rtol=0, atol=tol)
    loop_net = (net[0, 3] / (4 * unit * W[0, 3])).real
    print(f"net divergence / anomaly from loop, m = {m_test:.1f} "
          f"[dimensionless]: {loop_net:.5f}")

print("Mass [ref. momentum], J, and net fraction 1-J [dimensionless]:")
fractions = []
for m_test in (0.01, 0.1, 1.0, 2.0, 10.0):
    J = mass_fraction(m_test)
    fractions.append(J)
    print(f"{m_test:8.2f} {J:10.6f} {1 - J:10.6f}")
assert fractions[0] < 0.01 and fractions[-1] > 0.99
assert np.all(np.diff(fractions) > 0)

# Massless fermion of elementary charge in parallel laboratory fields
E_field, B_field = 1000.0, 1.0
rate = const.e**2 * E_field * B_field / (2 * np.pi**2 * const.hbar**2)
rate_alpha = (2 * alpha / np.pi * const.epsilon_0 * const.c
              * E_field * B_field / const.hbar)
assert np.isclose(rate, rate_alpha, rtol=1e-8)
print(f"electric field [V/m]: {E_field:.1f}")
print(f"magnetic field [T]: {B_field:.1f}")
print(f"axial-charge production rate [m^-3 s^-1]: {rate:.5e}")
print("every check passed")
```

Output:

```
k1 spatial components [ref. momentum]: [0.6 0.  0. ]
k2 spatial components [ref. momentum]: [0.2 0.5 0. ]
fermion mass in routing test [ref. momentum]: 1.0
W^03 [ref. momentum^2]: 0.3000
Violations in units of (-i/8pi^2) W, from direct integration:
   c        vector     axial      axial + 2 vector
  1.0000     0.0000     4.0000       4.0000
  0.0000     1.0000     2.0000       4.0000
 -0.3333     1.3333     1.3333       4.0000
 -1.0000     2.0000     0.0000       4.0000
largest surface-term error, unequal shifts [ref. momentum]: 1.7e-10
E.B amplitude of the test waves [ref. momentum^3 x potential^2 / ref. momentum]: 0.37200
anomaly coefficient from the loop [dimensionless]: 4.645639e-03
2 alpha/pi [dimensionless]: 4.645639e-03
net divergence / anomaly from loop, m = 1.0 [dimensionless]: 0.11213
net divergence / anomaly from loop, m = 2.0 [dimensionless]: 0.03096
Mass [ref. momentum], J, and net fraction 1-J [dimensionless]:
    0.01   0.000997   0.999003
    0.10   0.086284   0.913716
    1.00   0.887872   0.112128
    2.00   0.969045   0.030955
   10.00   0.998719   0.001281
electric field [V/m]: 1000.0
magnetic field [T]: 1.0
axial-charge production rate [m^-3 s^-1]: 1.16933e+32
every check passed
```
